# Midpoint reference for a magnetic tunnel junction: distances and misreads: verification in Python

```python
"""
Result under test: a reference midway between the mean resistances of a
magnetic tunnel junction lies m/(2s) standard deviations from the parallel (P)
mean and m/(2s(1+m)) from the antiparallel (AP) mean: 15 and 6 for m=1.5, s=0.05.
m: magnetoresistance (R_AP-R_P)/R_P;  s: standard deviation / mean, each state.
Resistances are in units of the mean R_P. Barrier algebra is in atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_A = physical_constants["Bohr radius"][0] * 1e10

m, s = 1.5, 0.05
r_p, r_ap = 1.0, 1.0 + m
reference = (r_p + r_ap) / 2
gap = reference - r_p
sigma_p, sigma_ap = s * r_p, s * r_ap


def distance_formulas(mr, spread):
    return mr / (2 * spread), mr / (2 * spread * (1 + mr))


def gaussian_tail(z):
    return 0.5 * erfc(z / np.sqrt(2))


def moments(values, weights):
    mean = np.sum(weights * values)
    return mean, np.sqrt(np.sum(weights * (values - mean) ** 2))


def distances_from_population(state_p, state_ap, weights):
    """Distances of the midpoint of the two means, from the definition."""
    mean_p, std_p = moments(state_p, weights)
    mean_ap, std_ap = moments(state_ap, weights)
    middle = (mean_p + mean_ap) / 2
    return abs(middle - mean_p) / std_p, abs(mean_ap - middle) / std_ap


z_p, z_ap = distance_formulas(m, s)

# Two populations of different shape, each with mean 1 and relative spread s
nodes_u, weights_u = np.polynomial.legendre.leggauss(20)
weights_u = weights_u / 2
uniform_factor = 1 + s * np.sqrt(3) * nodes_u
nodes_g, weights_g = np.polynomial.hermite_e.hermegauss(40)
weights_g = weights_g / np.sqrt(2 * np.pi)
log_width = np.sqrt(np.log(1 + s**2))
lognormal_factor = np.exp(log_width * nodes_g - log_width**2 / 2)
for factor, weights in ((uniform_factor, weights_u),
                        (lognormal_factor, weights_g)):
    found = distances_from_population(r_p * factor, r_ap * factor, weights)
    assert np.allclose(found, (15, 6), rtol=1e-8)
    assert np.allclose(found, (z_p, z_ap), rtol=1e-8)

# Distances measured in conductance: the two numbers change places
cond_p, cond_ap = distances_from_population(
    1 / (r_p * lognormal_factor), 1 / (r_ap * lognormal_factor), weights_g)
assert np.allclose((cond_p, cond_ap), (z_ap, z_p), rtol=1e-8)


# Tunnel barrier: transmission by matching waves at both interfaces
def transmission(k_left, k_right, kappa, thickness):
    decay = np.exp(-kappa * thickness)
    matrix = np.array([
        [1, -1, -decay, 0],
        [-1j * k_left, kappa, -kappa * decay, 0],
        [0, decay, 1, -1],
        [0, -kappa * decay, kappa, -1j * k_right]], dtype=complex)
    source = np.array([-1, -1j * k_left, 0, 0], dtype=complex)
    amplitude = np.linalg.solve(matrix, source)[3]
    return k_right / k_left * abs(amplitude) ** 2


barrier_ev, thickness_a = 1.0, 10.0
kinetic_up_ev, kinetic_down_ev = 4.5, 0.05
kappa = np.sqrt(2 * barrier_ev / HARTREE_EV)
k_up = np.sqrt(2 * kinetic_up_ev / HARTREE_EV)
k_down = np.sqrt(2 * kinetic_down_ev / HARTREE_EV)
thickness = thickness_a / BOHR_A
sigma_t = log_width / (2 * kappa)


def barrier_resistances(t):
    parallel = (transmission(k_up, k_up, kappa, t)
                + transmission(k_down, k_down, kappa, t))
    antiparallel = (transmission(k_up, k_down, kappa, t)
                    + transmission(k_down, k_up, kappa, t))
    return np.array([1 / parallel, 1 / antiparallel])


step = 0.01
slopes = (np.log(barrier_resistances(thickness + step))
          - np.log(barrier_resistances(thickness - step))) / (2 * step)
# The finite barrier leaves corrections of order exp(-2 kappa t)
assert np.allclose(slopes, 2 * kappa, rtol=1e-3)
barrier_cells = np.array([barrier_resistances(thickness + sigma_t * x)
                          for x in nodes_g])
mean_bp, std_bp = moments(barrier_cells[:, 0], weights_g)
mean_bap, std_bap = moments(barrier_cells[:, 1], weights_g)
spread_bp, spread_bap = std_bp / mean_bp, std_bap / mean_bap
assert np.allclose((spread_bp, spread_bap), s, rtol=1e-3)
barrier_mr = mean_bap / mean_bp - 1
assert barrier_mr > 0.05
found = distances_from_population(
    barrier_cells[:, 0], barrier_cells[:, 1], weights_g)
assert np.allclose(found, distance_formulas(barrier_mr, s), rtol=1e-3)


# Misread probabilities: integrated densities against closed forms
def normal_density(r, mean, sigma):
    return (np.exp(-((r - mean) / sigma) ** 2 / 2)
            / (sigma * np.sqrt(2 * np.pi)))


def lognormal_density(r, mean):
    center = np.log(mean) - log_width**2 / 2
    return normal_density(np.log(r), center, log_width) / r


def integrate(function, low, high):
    return quad(function, low, high, epsabs=0, epsrel=1e-9, limit=200)[0]


error_p, error_ap = gaussian_tail(z_p), gaussian_tail(z_ap)
direct_p = integrate(lambda r: normal_density(r, r_p, sigma_p),
                     reference, reference + 6 * sigma_p)
direct_ap = integrate(lambda r: normal_density(r, r_ap, sigma_ap),
                      reference - 6 * sigma_ap, reference)
assert np.allclose([direct_p / error_p, direct_ap / error_ap], 1, rtol=1e-6)

log_z_p = (np.log(1 + m / 2) + log_width**2 / 2) / log_width
log_z_ap = (np.log((1 + m) / (1 + m / 2)) - log_width**2 / 2) / log_width
log_error_p, log_error_ap = gaussian_tail(log_z_p), gaussian_tail(log_z_ap)
direct_p = integrate(lambda r: lognormal_density(r, r_p),
                     reference, 1.5 * reference)
direct_ap = integrate(lambda r: lognormal_density(r, r_ap),
                      reference / 1.5, reference)
assert np.allclose([direct_p / log_error_p, direct_ap / log_error_ap],
                   1, rtol=1e-6)

# A two-point distribution reaches the shape-free one-sided bound
bound_p, bound_ap = 1 / (1 + z_p**2), 1 / (1 + z_ap**2)
for mean, sigma, z, bound, side in (
        (r_p, sigma_p, z_p, bound_p, 1),
        (r_ap, sigma_ap, z_ap, bound_ap, -1)):
    points = np.array([reference, mean - side * sigma / z])
    chances = np.array([bound, 1 - bound])
    assert np.allclose(moments(points, chances), (mean, sigma), rtol=1e-10)

# Reference that maximizes the smaller distance
harmonic_reference = 2 * r_p * r_ap / (r_p + r_ap)
z_equal = m / (s * (2 + m))
best = minimize_scalar(
    lambda r: -min((r - r_p) / sigma_p, (r_ap - r) / sigma_ap),
    bounds=(r_p, r_ap), method="bounded", options={"xatol": 1e-10})
assert abs(best.x - harmonic_reference) < 1e-5
assert abs(-best.fun - z_equal) < 1e-3
error_equal = gaussian_tail(z_equal)

# Reference made by averaging one independent P cell and one AP cell
sigma_ref = s * np.sqrt(1 + (1 + m) ** 2) / 2
noisy_z_p = gap / np.hypot(sigma_p, sigma_ref)
noisy_z_ap = gap / np.hypot(sigma_ap, sigma_ref)
rng = np.random.default_rng(7)
count = 400_000
sample_ref = (rng.normal(r_p, sigma_p, count)
              + rng.normal(r_ap, sigma_ap, count)) / 2
margin_p = sample_ref - rng.normal(r_p, sigma_p, count)
margin_ap = rng.normal(r_ap, sigma_ap, count) - sample_ref
# Sampling error of a standard deviation is about 0.1 percent here
assert abs(margin_p.mean() / margin_p.std() / noisy_z_p - 1) < 0.01
assert abs(margin_ap.mean() / margin_ap.std() / noisy_z_ap - 1) < 0.01
noisy_error_ap = gaussian_tail(noisy_z_ap)

cells = 2**30
expected_misreads = cells / 2 * (error_p + error_ap)

print(f"magnetoresistance m: {100*m:.0f} percent")
print(f"relative spread s: {100*s:.0f} percent")
print(f"mean R_AP: {r_ap:.3f} R_P")
print(f"midpoint reference: {reference:.3f} R_P")
print(f"gap to either mean: {gap:.3f} R_P")
print(f"sigma_P: {sigma_p:.3f} R_P")
print(f"sigma_AP: {sigma_ap:.3f} R_P")
print(f"distance from P mean: {z_p:.3f} sigma_P")
print(f"distance from AP mean: {z_ap:.3f} sigma_AP")
print(f"conductance midpoint from P: {cond_p:.3f} std. dev.")
print(f"conductance midpoint from AP: {cond_ap:.3f} std. dev.")
print(f"barrier height: {barrier_ev:.2f} eV")
print(f"mean barrier thickness: {thickness_a:.2f} angstrom")
print(f"kinetic energy, spin up: {kinetic_up_ev:.2f} eV")
print(f"kinetic energy, spin down: {kinetic_down_ev:.2f} eV")
print(f"decay constant kappa: {kappa/BOHR_A:.4f} 1/angstrom")
print(f"2 kappa: {2*kappa/BOHR_A:.4f} 1/angstrom")
print(f"slope of ln R_P, matching: {slopes[0]/BOHR_A:.4f} 1/angstrom")
print(f"slope of ln R_AP, matching: {slopes[1]/BOHR_A:.4f} 1/angstrom")
print(f"thickness spread sigma_t: {sigma_t*BOHR_A:.4f} angstrom")
print(f"barrier-model spread, P: {100*spread_bp:.3f} percent")
print(f"barrier-model spread, AP: {100*spread_bap:.3f} percent")
print(f"barrier-model magnetoresistance: {100*barrier_mr:.1f} percent")
print(f"Gaussian misread probability, P: {error_p:.3e}")
print(f"Gaussian misread probability, AP: {error_ap:.3e}")
print(f"lognormal width lambda: {log_width:.5f}")
print(f"lognormal tail argument, P: {log_z_p:.3f}")
print(f"lognormal tail argument, AP: {log_z_ap:.3f}")
print(f"lognormal misread probability, P: {log_error_p:.3e}")
print(f"lognormal misread probability, AP: {log_error_ap:.3e}")
print(f"shape-free bound, P: {bound_p:.5f}")
print(f"shape-free bound, AP: {bound_ap:.5f}")
print(f"cells in array: {cells:d}")
print(f"expected misreads, half AP, Gaussian: {expected_misreads:.3f}")
print(f"harmonic-mean reference: {harmonic_reference:.4f} R_P")
print(f"equal distance at that reference: {z_equal:.3f} std. dev.")
print(f"Gaussian misread probability there: {error_equal:.3e}")
print(f"noisy reference sigma_ref: {sigma_ref:.4f} R_P")
print(f"noisy-reference distance, P: {noisy_z_p:.3f} std. dev.")
print(f"noisy-reference distance, AP: {noisy_z_ap:.3f} std. dev.")
print(f"noisy-reference Gaussian misread, AP: {noisy_error_ap:.3e}")
print("verified")
```

Output:

```
magnetoresistance m: 150 percent
relative spread s: 5 percent
mean R_AP: 2.500 R_P
midpoint reference: 1.750 R_P
gap to either mean: 0.750 R_P
sigma_P: 0.050 R_P
sigma_AP: 0.125 R_P
distance from P mean: 15.000 sigma_P
distance from AP mean: 6.000 sigma_AP
conductance midpoint from P: 6.000 std. dev.
conductance midpoint from AP: 15.000 std. dev.
barrier height: 1.00 eV
mean barrier thickness: 10.00 angstrom
kinetic energy, spin up: 4.50 eV
kinetic energy, spin down: 0.05 eV
decay constant kappa: 0.5123 1/angstrom
2 kappa: 1.0246 1/angstrom
slope of ln R_P, matching: 1.0246 1/angstrom
slope of ln R_AP, matching: 1.0246 1/angstrom
thickness spread sigma_t: 0.0488 angstrom
barrier-model spread, P: 5.000 percent
barrier-model spread, AP: 5.000 percent
barrier-model magnetoresistance: 18.2 percent
Gaussian misread probability, P: 3.671e-51
Gaussian misread probability, AP: 9.866e-10
lognormal width lambda: 0.04997
lognormal tail argument, P: 11.224
lognormal tail argument, AP: 7.113
lognormal misread probability, P: 1.549e-29
lognormal misread probability, AP: 5.679e-13
shape-free bound, P: 0.00442
shape-free bound, AP: 0.02703
cells in array: 1073741824
expected misreads, half AP, Gaussian: 0.530
harmonic-mean reference: 1.4286 R_P
equal distance at that reference: 8.571 std. dev.
Gaussian misread probability there: 5.110e-18
noisy reference sigma_ref: 0.0673 R_P
noisy-reference distance, P: 8.944 std. dev.
noisy-reference distance, AP: 5.283 std. dev.
noisy-reference Gaussian misread, AP: 6.364e-08
verified
```
